# Convergence of restricted and unrestricted Møller-Plesset series for the Hubbard dimer: a program that tests the result

```python
"""Moller-Plesset series of the half-filled Hubbard dimer.

Result under test: H(lam) = H0 + lam*(H - H0), with H0 the sum of Fock operators.
Restricted reference: branch points lam = +-4it/U; convergence at lam = 1
if and only if U <= 4t.  Unrestricted reference (U > 2t): the nearest
ground-state branch points have modulus 1 + 6(t/U)^4 at large U, so the
series converges slowly.
t: hopping (unit of energy), U: on-site repulsion, m: staggered moment,
a = 4t^2/U^2, delta = 2t^2/U^2.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import binom, j1

# Fermion operators; modes are 1up, 2up, 1down, 2down.
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
ops = []
for mode in range(4):
    matrix = np.eye(1)
    for place in range(4):
        factor = parity if place < mode else lower if place == mode else np.eye(2)
        matrix = np.kron(matrix, factor)
    ops.append(matrix)
num = [c.T @ c for c in ops]
n_up = np.diag(num[0] + num[1])
n_down = np.diag(num[2] + num[3])
keep = np.where((np.abs(n_up - 1) < 1e-12) & (np.abs(n_down - 1) < 1e-12))[0]


def sector(matrix):
    return matrix[np.ix_(keep, keep)]


hop = sum(ops[p].T @ ops[q] for p, q in [(0, 1), (1, 0), (2, 3), (3, 2)])
double_occ = num[0] @ num[2] + num[1] @ num[3]
s_plus = ops[0].T @ ops[2] + ops[1].T @ ops[3]
spin_squared = sector(s_plus.T @ s_plus)  # valid for zero spin projection


def partition(U, moment):
    """Iterate Hartree-Fock; return H0, V = H - H0, moment, orbital energies."""
    up = np.array([1 + moment, 1 - moment]) / 2
    down = up[::-1].copy()
    for _ in range(400):
        f_up = np.array([[U * down[0], -1.0], [-1.0, U * down[1]]])
        f_down = np.array([[U * up[0], -1.0], [-1.0, U * up[1]]])
        energies, orb_up = np.linalg.eigh(f_up)
        orb_down = np.linalg.eigh(f_down)[1]
        new_up, new_down = orb_up[:, 0]**2, orb_down[:, 0]**2
        change = np.max(np.abs(new_up - up)) + np.max(np.abs(new_down - down))
        up, down = new_up, new_down
        if change < 1e-15:
            break
    assert change < 1e-12
    h0 = np.zeros((16, 16))
    for i in range(2):
        for j in range(2):
            h0 += f_up[i, j] * ops[i].T @ ops[j]
            h0 += f_down[i, j] * ops[2 + i].T @ ops[2 + j]
    full = -hop + U * double_occ
    return sector(h0), sector(full - h0), up[0] - up[1], energies


def series(h0, v, order):
    """Rayleigh-Schrodinger energy coefficients by recursion."""
    levels, vectors = np.linalg.eigh(h0)
    w = vectors.T @ v @ vectors
    energy = np.zeros(order + 1)
    energy[0] = levels[0]
    psi = np.zeros((order + 1, len(levels)))
    psi[0, 0] = 1.0
    for n in range(1, order + 1):
        energy[n] = w[0] @ psi[n - 1]
        right = -w @ psi[n - 1] + energy[1:n] @ psi[n - 1:0:-1]
        psi[n, 1:] = right[1:] / (levels[1:] - levels[0])
    return energy


def exact(U):
    return np.linalg.eigvalsh(sector(-hop + U * double_occ))[0]


def smallest_gap(matrix):
    e = np.linalg.eigvals(matrix)
    return min(abs(e[i] - e[j]) for i in range(len(e)) for j in range(i))


# Restricted reference.
for U in (1.0, 3.0, 6.0):
    h0, v, moment, _ = partition(U, 0.0)
    assert abs(moment) < 1e-12
    for lam in (-0.7, 0.4, 1.0):
        formula = U - lam * U / 2 - np.sqrt(16 + (lam * U)**2) / 2
        assert abs(np.linalg.eigvalsh(h0 + lam * v)[0] - formula) < 1e-11
    for point in (4j / U, -4j / U):
        near = smallest_gap(h0 + point * (1 + 1e-6) * v)
        far = smallest_gap(h0 + point * (1 + 1e-4) * v)
        assert near < 0.02 and abs(far / near - 10) < 0.05
    coeff = series(h0, v, 20)
    for k in range(1, 11):
        formula = -2 * binom(0.5, k) * (U / 4)**(2 * k)
        assert abs(coeff[2 * k] - formula) < 1e-10 * max(1, abs(formula))
        if k > 1:
            assert abs(coeff[2 * k - 1]) < 1e-10 * max(1, abs(formula))

edge_series = series(*partition(4.0, 0.0)[:2], 400)
edge_error = np.abs(np.cumsum(edge_series) - exact(4.0))
assert edge_error[400] < 2e-4
assert abs(edge_error[200] / edge_error[400] - 2**1.5) < 0.1
above = series(*partition(4.2, 0.0)[:2], 400)
assert abs(above[400]) > 100 * abs(above[200])


# Unrestricted reference: covalent singlet, ionic singlet, triplet.
def three_level(U, lam):
    lam = np.asarray(lam, dtype=complex)
    h = np.sqrt(U**2 - 4) * (1 - lam)
    matrix = np.zeros(lam.shape + (3, 3), dtype=complex)
    matrix[..., 0, 1] = matrix[..., 1, 0] = -2
    matrix[..., 0, 2] = matrix[..., 2, 0] = -h
    matrix[..., 1, 1] = lam * U
    return matrix


def ground_branch_point(U):
    """Nearest discriminant root at which the ground level coalesces."""
    a = 4 / U**2
    x = Polynomial([0.0, 1.0])
    h2 = (1 - a) * (1 - x)**2
    disc = 4 * (h2 + a)**3 + 4 * x**4 * h2
    disc = disc + x**2 * (-8 * h2**2 + 20 * a * h2 + a**2)
    for root in sorted(disc.roots(), key=abs):
        if root.imag < 0:
            continue
        path = root * np.linspace(0, 1 - 1e-6, 500)
        levels = np.linalg.eigvals(three_level(U, path))
        ground = levels[0][np.argmin(levels[0].real)]
        for row in levels[1:]:
            ground = row[np.argmin(np.abs(row - ground))]
        e = np.linalg.eigvals(three_level(U, root))
        pairs = [(0, 1, 2), (0, 2, 1), (1, 2, 0)]
        i, j, other = min(pairs, key=lambda p: abs(e[p[0]] - e[p[1]]))
        if abs(ground - (e[i] + e[j]) / 2) < abs(ground - e[other]):
            return root
    raise AssertionError("no ground-state branch point found")


for U in (3.0, 6.0, 10.0):
    h0, v, m, orbital = partition(U, 0.9)
    assert abs(m**2 - (1 - 4 / U**2)) < 1e-11
    assert np.max(np.abs(orbital - [0, U])) < 1e-10
    reference = np.linalg.eigh(h0)[1][:, 0]
    assert abs(reference @ spin_squared @ reference - m**2) < 1e-10
    coeff = series(h0, v, 3)
    assert abs(coeff[0] + coeff[1] + 2 / U) < 1e-10
    assert abs(coeff[2] + 2 / U**3) < 1e-10
    for lam in (0.3 + 0.2j, 1.1 - 0.4j):
        reduced = np.linalg.eigvals(three_level(U, lam)) + U * (1 - lam)
        left = np.poly(h0 + lam * v)
        right = np.poly(np.append(reduced, U))
        assert np.max(np.abs(left - right)) < 1e-9 * np.max(np.abs(left))
        for e in np.linalg.eigvals(three_level(U, lam)):
            h = U * m * (1 - lam)
            residual = (e**2 - h**2) * (e - lam * U) - 4 * e
            assert abs(residual) < 1e-9 * U**3
    point = ground_branch_point(U)
    assert smallest_gap(h0 + point * v) < 1e-4
    levels, states = np.linalg.eigh(h0 + v)
    spins = [states[:, k] @ spin_squared @ states[:, k] for k in (0, 1)]
    assert np.max(np.abs(np.array(spins) - [0, 2])) < 1e-9

grid = np.linspace(2.05, 20, 60)
grid_radii = np.array([abs(ground_branch_point(U)) for U in grid])
assert np.all(grid_radii > 1)

# Radius from high-order coefficients alone: recurrence of a conjugate
# pair of square-root singularities, solved by least squares.
coeff3 = series(*partition(3.0, 0.9)[:2], 250)
orders = np.arange(211, 251)
columns = np.column_stack([(2 * orders - 3) * coeff3[orders - 1],
                           -(orders - 3) * coeff3[orders - 2]])
solution = np.linalg.lstsq(columns, orders * coeff3[orders], rcond=None)[0]
series_radius = 1 / np.sqrt(solution[1])
radius3 = abs(ground_branch_point(3.0))
assert abs(series_radius - radius3) < 2e-3

# Large-U laws.
U_big = 20.0
a, delta = 4 / U_big**2, 2 / U_big**2
point_big = ground_branch_point(U_big)
scaled_excess = (abs(point_big) - 1) * U_big**4
assert abs(scaled_excess - 6) < 0.12
assert abs((point_big.real - 1) / (a**2 / 4) - 1) < 0.05
assert abs(point_big.imag / (a / 2) - 1) < 0.05
coeff_big = series(*partition(U_big, 0.9)[:2], 800)
n = np.arange(2, 801)
bessel_law = -U_big * delta * j1(n * delta) / n
law_error = np.max(np.abs(coeff_big[2:] - bessel_law)) / abs(coeff_big[2])
assert law_error < 0.05
assert np.max(np.abs(coeff_big[2:11] / (-2 / U_big**3) - 1)) < 0.05
x_half = brentq(lambda x: quad(lambda u: j1(u) / u if u else 0.5, 0, x)[0] - 0.5,
                0.5, 2)
sums_big = np.cumsum(coeff_big)
recovered = (sums_big[1] - sums_big) / (sums_big[1] - exact(U_big))
half_order = 1 + np.where(recovered[1:] >= 0.5)[0][0]
assert abs(half_order / (x_half / delta) - 1) < 0.05

# At strong coupling the coalescing state is mostly singlet plus triplet.
point10 = ground_branch_point(10.0)
values, vectors = np.linalg.eig(three_level(10.0, point10))
state = vectors[:, np.argmin(values.real)]
ionic_weight = abs(state[1])**2 / np.sum(np.abs(state)**2)
assert ionic_weight < 0.1


def settling_order(coefficients, target, tolerance=1e-3):
    error = np.abs(np.cumsum(coefficients) - target)
    assert error[-1] < tolerance
    return np.where(error >= tolerance)[0][-1] + 1


restricted3 = series(*partition(3.0, 0.0)[:2], 250)
restricted6 = series(*partition(6.0, 0.0)[:2], 40)
unrestricted6 = series(*partition(6.0, 0.9)[:2], 1500)
unrestricted10 = series(*partition(10.0, 0.9)[:2], 3000)
settle_r3 = settling_order(restricted3, exact(3.0))
settle_u3 = settling_order(coeff3, exact(3.0))
settle_u6 = settling_order(unrestricted6, exact(6.0))
settle_u10 = settling_order(unrestricted10, exact(10.0))
assert settle_r3 < settle_u3 < settle_u6 < settle_u10
equal_U = brentq(lambda U: abs(ground_branch_point(U)) - 4 / U, 3.0, 4.5)

print("Energies in units of t; lambda and radii are dimensionless")
print("U/t | restricted radius | unrestricted branch point | radius")
for U in (2.5, 3.0, 4.0, 5.0, 6.0, 10.0, 20.0):
    p = ground_branch_point(U)
    print(f"{U:4.1f} | {4/U:.4f} | {p.real:.6f} +- {p.imag:.6f} i | {abs(p):.6f}")
print(f"Both radii equal at U/t = {equal_U:.4f}")
print(f"Smallest unrestricted radius on grid 2.05..20: {grid_radii.min():.6f}")
print(f"U=3t radius from series coefficients alone: {series_radius:.5f}")
print(f"U=4t restricted error, order 200: {edge_error[200]:.3e} t")
print(f"U=4t restricted error, order 400: {edge_error[400]:.3e} t")
for U, res, unres in ((3.0, restricted3, coeff3), (6.0, restricted6, unrestricted6)):
    print(f"U={U:.0f}t exact energy: {exact(U):.6f} t; UHF <S^2>: {1-4/U**2:.4f}")
    print("  order | restricted sum (t) | unrestricted sum (t)")
    for order in (1, 2, 4, 10, 20, 40):
        r_sum, u_sum = res[:order + 1].sum(), unres[:order + 1].sum()
        print(f"  {order:3d} | {r_sum:.6f} | {u_sum:.6f}")
print("First order after which the error stays below 0.001 t:")
print(f"  restricted U=3t: {settle_r3}; unrestricted U=3t: {settle_u3}")
print(f"  unrestricted U=6t: {settle_u6}; unrestricted U=10t: {settle_u10}")
print(f"U=10t exact energy: {exact(10.0):.6f} t")
print(f"U=10t ionic weight at branch point: {ionic_weight:.4f}")
print(f"U=20t (radius-1)*(U/t)^4: {scaled_excess:.4f}")
print(f"U=20t second-order energy: {coeff_big[2]:.4e} t")
print(f"U=20t tenth-order energy: {coeff_big[10]:.4e} t")
print(f"U=20t Bessel law, largest error / second-order term: {law_error:.4f}")
print(f"Half-recovery constant x: {x_half:.4f}")
print(f"U=20t half-recovery order: {half_order}; predicted {x_half/delta:.1f}")
print("finished without a failed check")
```

Running it gives:

```
Energies in units of t; lambda and radii are dimensionless
U/t | restricted radius | unrestricted branch point | radius
 2.5 | 1.6000 | 1.097305 +- 0.381585 i | 1.161760
 3.0 | 1.3333 | 1.042108 +- 0.239016 i | 1.069167
 4.0 | 1.0000 | 1.013390 +- 0.127575 i | 1.021388
 5.0 | 0.8000 | 1.005681 +- 0.080628 i | 1.008908
 6.0 | 0.6667 | 1.002818 +- 0.055756 i | 1.004367
10.0 | 0.4000 | 1.000385 +- 0.020009 i | 1.000585
20.0 | 0.2000 | 1.000025 +- 0.005000 i | 1.000037
Both radii equal at U/t = 3.9084
Smallest unrestricted radius on grid 2.05..20: 1.000037
U=3t radius from series coefficients alone: 1.06917
U=4t restricted error, order 200: 2.810e-04 t
U=4t restricted error, order 400: 9.955e-05 t
U=3t exact energy: -1.000000 t; UHF <S^2>: 0.5556
  order | restricted sum (t) | unrestricted sum (t)
    1 | -0.500000 | -0.666667
    2 | -1.062500 | -0.740741
    4 | -0.983398 | -0.822131
   10 | -1.000904 | -0.972803
   20 | -0.999981 | -1.008996
   40 | -1.000000 | -0.999977
U=6t exact energy: -0.605551 t; UHF <S^2>: 0.8889
  order | restricted sum (t) | unrestricted sum (t)
    1 | 1.000000 | -0.333333
    2 | -1.250000 | -0.342593
    4 | 0.015625 | -0.359046
   10 | -2.559502 | -0.406902
   20 | 39.979051 | -0.478720
   40 | 48038.792558 | -0.580233
First order after which the error stays below 0.001 t:
  restricted U=3t: 10; unrestricted U=3t: 37
  unrestricted U=6t: 258; unrestricted U=10t: 864
U=10t exact energy: -0.385165 t
U=10t ionic weight at branch point: 0.0185
U=20t (radius-1)*(U/t)^4: 5.9609
U=20t second-order energy: -2.5000e-04 t
U=20t tenth-order energy: -2.4738e-04 t
U=20t Bessel law, largest error / second-order term: 0.0148
Half-recovery constant x: 1.0465
U=20t half-recovery order: 210; predicted 209.3
finished without a failed check
```
